# Exchanging two gradient invariants: same bulk equations, different free surface, part 2

Moving an amount $c$ between two mixed products in the gradient energy of a ferroelectric leaves the bulk equations unchanged but can alter a free surface. The body $\Omega$ lies in the $xy$ plane and is uniform along $z$, so energies are per unit length along $z$. The polarization is $(P_x,P_y)$, the outward unit normal is $\mathbf n=(n_x,n_y)$, and $\partial_t=n_x\partial_y-n_y\partial_x$ is the derivative along the surface. The energy density is
$$
f=f_0(P_x,P_y)+\tfrac12G\left[(\partial_xP_x)^2+(\partial_yP_x)^2+(\partial_xP_y)^2+(\partial_yP_y)^2\right]
$$
$$
\qquad+\,c_1(\partial_xP_x)(\partial_yP_y)+c_2(\partial_yP_x)(\partial_xP_y),
$$
where $f_0$ contains no derivatives of $P$. (The letter $f$ is used again below for a flexoelectric coupling.) For constant coefficients the bulk equations are
$$
\frac{\partial f_0}{\partial P_x}-G\nabla^2P_x-(c_1+c_2)\,\partial_x\partial_yP_y=0,
$$
$$
\frac{\partial f_0}{\partial P_y}-G\nabla^2P_y-(c_1+c_2)\,\partial_x\partial_yP_x=0.
$$
If the polarization is free at the surface and no separate surface energy acts there, the natural boundary conditions are $\Pi_x=0$ and $\Pi_y=0$, with
$$
\Pi_x=n_x(G\partial_xP_x+c_1\partial_yP_y)+n_y(G\partial_yP_x+c_2\partial_xP_y),
$$
$$
\Pi_y=n_x(G\partial_xP_y+c_2\partial_yP_x)+n_y(G\partial_yP_y+c_1\partial_xP_x).
$$
The exchange $c_1\to c_1-c$, $c_2\to c_2+c$ takes form A, with energy $F_A$, to form B, with energy
$$
F_B=F_A-c\oint P_x\,\partial_tP_y\,ds .
$$
The conditions $|c_1|<G$ and $|c_2|<G$ are sufficient for a positive gradient energy.

The numerical output at the end also refers to the difference of the two products,
$$
J=(\partial_xP_x)(\partial_yP_y)-(\partial_yP_x)(\partial_xP_y).
$$
Its integral depends only on the polarization at the edge:
$$
\int_\Omega J\,dA=\oint P_x\,\partial_tP_y\,ds,
$$
$$
\delta\int_\Omega J\,dA=\oint(\delta P_x\,\partial_tP_y-\delta P_y\,\partial_tP_x)\,ds .
$$
Both formulas were tested on an ellipse with semi-axes 1.3 along $x$ and 0.8 along $y$, in dimensionless units. The fields were $P_x=\sin(1.1x+0.4y)+xy^2$ and $P_y=e^{0.5x}\cos y+x^2$, with variations $\delta P_x=\cos(0.7x-y)+y$ and $\delta P_y=xe^{0.3y}+\sin y$.

## A domain wall ending on a free surface

The first half considered the mixed gradient energy $c_1(\partial_xP_x)(\partial_yP_y)+c_2(\partial_yP_x)(\partial_xP_y)$, with a common coefficient $G$ for all squared derivatives. The bulk equations contain $c_1+c_2$. On a top surface with normal $\mathbf n=(0,1)$, where $\partial_t=-\partial_x$, the natural conditions are
$$
G\,\partial_yP_x+c_2\,\partial_xP_y=0,\qquad G\,\partial_yP_y+c_1\,\partial_xP_x=0 .
$$
Form A has $(c_1,c_2)=(c,0)$ and form B has $(0,c)$. The energies are related by $F_B=F_A+c\int P_x\partial_xP_y\,dx$ on this surface, because $-c\,\partial_t=+c\,\partial_x$.

A 180° domain wall makes the difference visible, since its polarization changes along the surface. Let the crystal fill $y<0$, with its polar axis along $y$. For a uniaxial ferroelectric take
$$
f_0=\tfrac12AP_x^2-\tfrac12aP_y^2+\tfrac14bP_y^4,\qquad b=\frac{a}{P_s^2},
$$
where $P_s$ is the spontaneous polarization and $A$ is the stiffness against transverse polarization. The surface carries an ideal grounded electrode, which supplies screening charge but leaves $P$ free. With electric potential $\phi$ and background permittivity $\varepsilon_b$, the electrical part of the functional is
$$
\mathbf P\cdot\nabla\phi-\tfrac12\varepsilon_0\varepsilon_b|\nabla\phi|^2 .
$$
Making it stationary in $\phi$ gives $\varepsilon_0\varepsilon_b\nabla^2\phi=\nabla\cdot\mathbf P$. Since $\phi=0$ is prescribed on the electrode and the coupling contains no derivative of $P$, the electrical terms do not alter the natural conditions for $P$.

Consider the straight wall
$$
P_x=0,\qquad P_y=P_s\tanh(x/\xi),\qquad\phi=0 .
$$
It has no bound charge, because $\nabla\cdot\mathbf P=\partial_yP_y=0$. The $P_x$ equation is satisfied, since $\partial_x\partial_yP_y=0$. In the $P_y$ equation the Landau terms give
$$
-aP_y+bP_y^3=-aP_s\tanh(x/\xi)\,\mathrm{sech}^2(x/\xi),
$$
and the gradient term gives
$$
-G\,\partial_x^2P_y=\frac{2G}{\xi^2}P_s\tanh(x/\xi)\,\mathrm{sech}^2(x/\xi).
$$
They cancel if $\xi=\sqrt{2G/a}$. The straight wall therefore solves the bulk equations in both forms.

At the surface the forms part. In form A the conditions reduce to $\partial_yP_x=0$ and $G\partial_yP_y+c\partial_xP_x=0$, and the straight wall satisfies both. In form B the first condition is
$$
\partial_yP_x=-\frac cG\,\partial_xP_y=-\frac cG\,\frac{P_s}{\xi}\,\mathrm{sech}^2(x/\xi)
$$
if the straight wall is used on the right-hand side. This is not zero, so $P_x=0$ is impossible. An in-plane component must appear. For $c>0$ and a wall whose $P_y$ increases with $x$, $P_x$ must become more negative on approaching the surface from inside.

Its size can be calculated to leading order for the pure difference $c_2=-c_1$, with electrostatics left out. The bulk coupling $c_1+c_2$ is then zero, and
$$
AP_x-G\nabla^2P_x=0\qquad(y<0).
$$
The surface condition $G\partial_yP_x=-c_2\partial_xP_y$ provides the source. The resulting $P_x$ is of first order in $c_2$, and its effect back on $P_y$ is of second order, so the straight wall may be used in the source. Write
$$
P_x(x,y)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,p(k)\,e^{ikx+\kappa y},\qquad\kappa=\sqrt{k^2+A/G}.
$$
This choice of $\kappa$ satisfies the bulk equation and decays into the crystal. The surface condition gives $G\kappa\,p(k)=-c_2S(k)$, where
$$
S(k)=\int_{-\infty}^{\infty}\frac{P_s}{\xi}\,\mathrm{sech}^2(x/\xi)\,e^{-ikx}dx=P_sI(k\xi),\qquad I(q)=\int_{-\infty}^{\infty}\mathrm{sech}^2u\;e^{iqu}du .
$$
The sign in the exponent does not matter because $\mathrm{sech}^2$ is even.

To find $I(q)$ for $q>0$, compare the integral along the real line with that along the line shifted by $i\pi$. The function $\mathrm{sech}^2u$ repeats after $i\pi$, while the exponential gains a factor $e^{-\pi q}$. The enclosed pole is at $u=i\pi/2$. There $\cosh(i\pi/2+v)=i\sinh v$, so $\mathrm{sech}^2u\approx-1/v^2$, and the residue is $-iq\,e^{-\pi q/2}$. Hence
$$
(1-e^{-\pi q})I(q)=2\pi i\,(-iq)\,e^{-\pi q/2}=2\pi q\,e^{-\pi q/2},
$$
$$
I(q)=\frac{\pi q}{\sinh(\pi q/2)} .
$$
At the point where the wall meets the surface,
$$
P_x(0,0)=-\frac{c_2}{G}\,\frac1\pi\int_0^\infty\frac{S(k)}{\sqrt{k^2+A/G}}\,dk,\qquad S(k)=\frac{\pi k\xi P_s}{\sinh(\pi k\xi/2)} .
$$
For a wall much wider than $\sqrt{G/A}$, the important wavevectors satisfy $k^2\ll A/G$. The square root is then nearly constant. Since $\frac1\pi\int_0^\infty S\,dk$ is the wall slope at $x=0$, namely $P_s/\xi$,
$$
P_x(0,0)\approx-\frac{c_2}{G}\,\frac{P_s}{\xi}\,\sqrt{\frac GA}.
$$
The surface condition fixes a slope, and the transverse stiffness fixes the depth over which that slope can act.

For numbers, take rough values in the regime of strontium barium niobate near room temperature: $P_s=25\ \mu\mathrm{C/cm^2}$ and relative permittivities 900 along the polar axis, 450 across it and 7 for the background. The gradient coefficients are round model choices, $G=2.0\times10^{-10}$ and $c=1.0\times10^{-10}\ \mathrm{J\,m^3/C^2}$. Since $c=G/2$, both forms have a positive gradient energy.

The curvature of the Landau energy at $P_y=P_s$ is $-a+3bP_s^2=2a$. Subtracting the background from the permittivities gives
$$
a=\frac1{2\varepsilon_0(900-7)}=6.32\times10^7\ \mathrm{J\,m/C^2},
$$
$$
A=\frac1{\varepsilon_0(450-7)}=2.55\times10^8\ \mathrm{J\,m/C^2}.
$$
Hence $\xi=\sqrt{2G/a}=2.5$ nm, $\sqrt{G/A}=0.89$ nm, and the wall slope is $P_s/\xi=9.9\ \mu\mathrm{C/cm^2}$ per nm. The wide-wall estimate is
$$
P_x\approx-0.5\times9.94\times0.886=-4.4\ \mu\mathrm{C/cm^2}.
$$

The full problem, with electrostatics and the nonlinear response of $P_y$, was solved with bilinear finite elements by making the energy stationary. The natural conditions were not imposed, so they can be tested on the solution. Symmetry allows the half $x>0$ to be used, 25 nm wide and 25 nm deep, with 40 by 44 elements concentrated near the wall and the surface. For $c_2=-c_1=0.01G$ and no electrostatics, the solver gives $P_x(0,0)=-0.0807\ \mu\mathrm{C/cm^2}$ and the integral above gives $-0.0808$. Scaled linearly to $c_2=0.5G$, the integral gives $-4.0\ \mu\mathrm{C/cm^2}$, somewhat smaller in magnitude than the wide-wall estimate.

In form A the largest surface $|P_x|$ is $2\times10^{-5}\ \mu\mathrm{C/cm^2}$, which is zero at the accuracy of the mesh. In form B the wall end has
$$
P_x=-3.8\ \mu\mathrm{C/cm^2},\qquad |P_x|/P_s=0.15 .
$$
An even split, $c_1=c_2=c/2$, gives $-1.9\ \mu\mathrm{C/cm^2}$. All three calculations have the same $c_1+c_2$ and hence the same bulk equations.

The solution of form B satisfies its own conditions for $P_x$ and $P_y$ with residuals of 0.3% and 0.2%, relative to the largest values of $c\,\partial_xP_y$ and $c\,\partial_xP_x$ on the surface. Inserted into the conditions of form A, it leaves residuals of about 100% in both. A mesh of 30 by 34 elements on a domain of 35 nm changes the surface value by 0.1%.

The induced polarization is confined to a thin layer. Below the wall end it falls from $-3.8$ to $-1.9$, $-1.0$ and $-0.2\ \mu\mathrm{C/cm^2}$ at depths of 0.5, 1 and 2 nm, and reaches $1/e$ of its surface value at 0.75 nm. At 4 nm it has reversed sign, with a value between $+0.06$ and $+0.07\ \mu\mathrm{C/cm^2}$, depending on the mesh. The calculations do not isolate the cause of this weak reversal.

The two forms also assign different energies to the end of the wall. On the straight wall they agree, since $P_x=0$. The surface term of form B then allows the energy to fall. For a linear response, the negative linear term is half compensated by the quadratic cost, so
$$
\Delta F\approx\frac c2\int P_x(x,0)\,\partial_xP_y\,dx .
$$
If $P_x$ kept its central value across the wall, the integral would be $2P_sP_x(0,0)$ and $\Delta F$ would be $-5.9$ meV per nm of wall length. If $P_x$ followed the wall slope, proportional to $\mathrm{sech}^2(x/\xi)$, the result would be multiplied by $\int\mathrm{sech}^4u\,du/\int\mathrm{sech}^2u\,du=2/3$, giving $-3.9$ meV/nm. The computed difference, $-4.2$ meV/nm, lies between these estimates.

The material parameters resemble strontium barium niobate in magnitude, but its permittivities depend strongly on composition, and the value of $c$ and its division are assumptions. The calculated $P_x$ is therefore not a prediction for that material. Its relaxor disorder is left out and has not been sized. Other omissions can be. Warming from 300 to 310 K, with a rough Curie temperature of 350 K and $A$ held fixed, reduces $|P_x|$ to $3.1\ \mu\mathrm{C/cm^2}$. Elastic clamping, estimated with a modulus of 150 GPa and an electrostrictive coefficient of $0.03\ \mathrm{m^4/C^2}$, stores 27% of the double-well depth. Stiffening the well by that fraction at fixed $P_s$ raises $|P_x|$ to $4.1\ \mu\mathrm{C/cm^2}$. A flexoelectric coupling of 2 V acting on the electrostrictive strain works beside the wall centre and not at it, because that strain is even in $x$ and its gradient vanishes at $x=0$. On either side it would produce at most about $0.6\ \mu\mathrm{C/cm^2}$ if the depolarizing field of the induced polarization is ignored, and $0.01$ if that field opposes it in full, which adds $1/(\varepsilon_0\varepsilon_b)$ to $A$ (the output calls these values unscreened and screened). A shear flexoelectric coupling does act at the centre. Written as $f\,e_{xy}(\partial_yP_x+\partial_xP_y)$, with $e_{xy}$ the engineering shear strain, it gives the straight wall a shear strain $-f\,\partial_xP_y/C_{44}$, largest at $x=0$. This strain enters the surface condition for $P_x$ as a shift of $c_2$ by $-f^2/C_{44}$, whatever the sign of $f$. For $f=2$ V and $C_{44}=150$ GPa the shift is $2.7\times10^{-11}\ \mathrm{J\,m^3/C^2}$, 27% of $c$. In the linear problem without electrostatics and at fixed $\xi$, it moves the wall-end value from $-4.0$ to about $-3.2\ \mu\mathrm{C/cm^2}$ for $c_2=0.5G$ and from zero to about $+1.2$ for $c_2=0$. With $C_{44}=60$ GPa the two values become about $-1.6$ and $+3.3$. Thermal fluctuations, averaged over 1 μm of wall, are roughly $0.3\ \mu\mathrm{C/cm^2}$ if only the transverse stiffness $A$ resists them; the gradient energy, left out of this estimate, reduces them further.

The short lengths limit the continuum description. With a lattice spacing of 0.4 nm, the leading discreteness correction to the gradient term inside the crystal is estimated at 2%. The surface value is less certain, because the decay depth is less than two spacings. In the linear problem without electrostatics, replacing the continuum by planes 0.4 nm apart lowers $|P_x|$ at the wall end by about 20% if the outermost plane has the full stiffness of an interior one, and by about 3% if it has half. These figures keep $x$ continuous. The 0.4 nm spacing is the one along the polar axis; the in-plane cell of strontium barium niobate is about 1.24 nm, half of $\xi$, and central differences at that spacing along $x$ raise the second figure to between 8 and 9%. The electrostatic length $\sqrt{G\varepsilon_0\varepsilon_b}=0.11$ nm is shorter than one spacing and has no literal meaning in a crystal. Raising the background permittivity from 7 to 28 doubles this length and changes the surface $P_x$ by 1.4%, so the result depends little on that layer. The largest potential in form B without a surface energy, about 1.5 to 1.6 mV, is small compared with the thermal voltage of 26 mV at 300 K.

A real surface also has an energy of its own. Adding $\tfrac12(G/\lambda)(P_x^2+P_y^2)$ per area, with an extrapolation length $\lambda=5$ nm, gives $P_x=-0.8\ \mu\mathrm{C/cm^2}$ in form A and $-3.8$ in form B. Form A no longer has a straight wall, because the added energy requires $P_y$ to vary with depth. Most of the resulting $P_x$ is electrostatic. The variation of $P_y$ carries bound charge and leaves a potential of order $(G/\lambda)P_s=10$ mV below the surface, of opposite sign in the two domains, and its in-plane field polarizes the wall end. With $c_1=c_2=0$ the value is still about $-0.7\ \mu\mathrm{C/cm^2}$. The difference between the forms falls from 3.8 to $2.9\ \mu\mathrm{C/cm^2}$. An in-plane polarization at a wall end is therefore not by itself evidence for one division of the gradient energy: the surface energy must be known as well. The numerical output below lists the values used here.

## Calculated quantities

```
Ellipse: area integral of J -0.43844939, boundary -0.43844939
Ellipse: variation, area -1.89724534, boundary -1.89724534
Largest interior row of J matrix 0.0e+00, boundary row 0.50
Gradient coefficient G = 2.0e-10 J m^3/C^2
Exchanged coefficient c = 1.0e-10 J m^3/C^2
Spontaneous polarization Ps = 25.0 uC/cm^2
Relative permittivity: polar 900, transverse 450, background 7
Landau a = 6.324e+07 J m/C^2
Transverse stiffness A = 2.549e+08 J m/C^2
Wall half-width xi = 2.515 nm
Length sqrt(G/A) = 0.886 nm
Screening length sqrt(G eps0 eps_b) = 0.111 nm
Wall slope Ps/xi = 9.940 uC/cm^2 per nm
Linear test (c2=-c1=0.01G, no charge): solver -0.08071, integral -0.08081 uC/cm^2
Form A (c1=c, c2=0): largest surface |Px| = 1.8e-05 uC/cm^2
Form B (c1=0, c2=c): Px at wall end = -3.768 uC/cm^2
Even split (c1=c2=c/2): Px at wall end = -1.928 uC/cm^2
Form B: |Px|/Ps at wall end = 0.1507
Form B: Px at depth 0.5 nm = -1.946 uC/cm^2
Form B: Px at depth 1.0 nm = -0.973 uC/cm^2
Form B: Px at depth 2.0 nm = -0.187 uC/cm^2
Form B: Px at depth 4.0 nm = 0.064 uC/cm^2
Form B: depth where |Px| falls to 1/e = 0.747 nm
Line energy, form B minus form A = -4.192 meV/nm
Form B: largest potential = 1.56 mV
Form B: largest field = 0.161 MV/cm
Natural-condition residuals, form B: 0.0028 (Px), 0.0020 (Py)
Natural-condition residuals, even split: 0.0014 (Px), 0.0037 (Py)
Form B field in form A conditions: 0.997 (Px), 0.998 (Py)
Coarser mesh, larger domain: Px = -3.765 uC/cm^2
Background permittivity 28: Px = -3.820 uC/cm^2
Elastic inputs: modulus 150 GPa, electrostriction 0.03 m^4/C^2
Elastic energy / double-well depth = 0.267
Double well stiffened by that ratio: Px = -4.133 uC/cm^2
Temperature 300 K, Curie temperature 350 K
Warmed by 10 K: Px = -3.080 uC/cm^2
Extrapolation length 5 nm: Px form A -0.842, form B -3.757 uC/cm^2
Flexoelectric Px (coupling 2 V): unscreened 0.585, screened 0.0091 uC/cm^2
Lattice correction (spacing 0.4 nm)^2/(12 depth^2) = 0.0239
Thermal rms Px averaged over 1 um of wall = 0.294 uC/cm^2
```
